# Kleinman-Bylander projectors in plane waves and the phase (-i)^l: a program that tests the result

```python
"""
Result under test: the plane-wave form of a Kleinman-Bylander projector,
  B(q) = <q|chi_lm> = 4 pi/sqrt(Omega) (-i)^l Y_lm(q/|q|) f_l(|q|) exp(-i q.tau),
  f_l(q) = integral r^2 j_l(q r) chi_l(r) dr,   q = k + G.
Without (-i)^l the l-diagonal operator sum |chi> D_l <chi| is unchanged, but
odd-l projectors are no longer real at Gamma, and arithmetic on half of the
G vectors, which assumes c(-G) = conj(c(G)), goes wrong.
Symbols: Omega cell volume, tau atom position, Y_lm real harmonics,
chi_l = dV_l phi_l, D_l = 1/<phi_l|dV_l|phi_l>. Hartree atomic units.
"""
import numpy as np
from scipy.special import spherical_jn
from scipy.constants import physical_constants

hartree_ev = physical_constants["Hartree energy in eV"][0]
cell = 8.0
volume = cell**3
atoms = np.array([[0.5, 1.0, 1.5], [1.5, 3.0, 4.5]])
phi_exponent = 0.5
dv_exponent = 0.5
dv_depth = np.array([-3.0, -4.0, 1.0])
cutoff = 10.0
l_of = np.array([0, 1, 1, 1, 2, 2, 2, 2, 2])
l_col = np.tile(l_of, len(atoms))

# Radial functions and Kleinman-Bylander strengths
nodes, weights = np.polynomial.legendre.leggauss(200)
r_rad = 5.0 * (nodes + 1.0)
w_rad = 5.0 * weights


def phi_raw(l, r):
    return r**l * np.exp(-phi_exponent * r**2)


def delta_v(l, r):
    return dv_depth[l] * np.exp(-dv_exponent * r**2)


norm = [np.sum(w_rad * r_rad**2 * phi_raw(l, r_rad)**2)**-0.5 for l in range(3)]


def chi(l, r):
    return norm[l] * phi_raw(l, r) * delta_v(l, r)


strength = np.array([
    1.0 / np.sum(w_rad * r_rad**2 * norm[l]**2 * phi_raw(l, r_rad)**2
                 * delta_v(l, r_rad)) for l in range(3)])
d_col = strength[l_col]


def radial_transform(l, q):
    bessel = spherical_jn(l, np.outer(q, r_rad))
    return bessel @ (w_rad * r_rad**2 * chi(l, r_rad))


def harmonics(vectors):
    """Real harmonics: s; x, y, z; xy, yz, zx, 3z2-1, x2-y2."""
    length = np.linalg.norm(vectors, axis=1)
    unit = vectors / np.where(length > 1e-14, length, 1.0)[:, None]
    x, y, z = unit.T
    c1 = np.sqrt(3 / (4 * np.pi))
    c2 = np.sqrt(15 / (4 * np.pi))
    return np.array([
        np.full(len(x), np.sqrt(1 / (4 * np.pi))), c1 * x, c1 * y, c1 * z,
        c2 * x * y, c2 * y * z, c2 * z * x,
        np.sqrt(5 / (16 * np.pi)) * (3 * z**2 - 1),
        0.5 * c2 * (x**2 - y**2)]).T


# Plane-wave set, symmetric under G -> -G
integers = np.array([[i, j, m] for i in range(-7, 8) for j in range(-7, 8)
                     for m in range(-7, 8)])
g_all = 2 * np.pi / cell * integers
keep = 0.5 * np.sum(g_all**2, axis=1) <= cutoff
integers, g_vec = integers[keep], g_all[keep]
kinetic = 0.5 * np.sum(g_vec**2, axis=1)


def formula_projectors(k, dropped=()):
    """Columns: atom, then (l,m). (-i)^l is left out for l in dropped."""
    q = k + g_vec
    q_len = np.linalg.norm(q, axis=1)
    radial = np.array([radial_transform(l, q_len) for l in range(3)])
    factor = np.array([1.0 if l in dropped else (-1j)**int(l) for l in l_of])
    shape = (4 * np.pi / np.sqrt(volume) * harmonics(q)
             * radial[l_of].T * factor)
    return np.hstack([shape * np.exp(-1j * q @ tau)[:, None] for tau in atoms])


# Definition: Bloch sum of localized projectors on a real-space grid
n_grid = 24
axis = np.arange(n_grid) * cell / n_grid
points = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
point_volume = volume / n_grid**3


def grid_projectors(k):
    columns = []
    for tau in atoms:
        total = np.zeros((len(points), 9), complex)
        for i in (-1, 0, 1):
            for j in (-1, 0, 1):
                for m in (-1, 0, 1):
                    shift = cell * np.array([i, j, m])
                    rel = points - tau - shift
                    dist = np.linalg.norm(rel, axis=1)
                    radial = np.array([chi(l, dist) for l in range(3)])
                    total += (np.exp(1j * k @ shift) * harmonics(rel)
                              * radial[l_of].T)
        columns.append(total)
    return np.hstack(columns)


def transformed_projectors(k, on_grid):
    periodic = np.exp(-1j * points @ k)[:, None] * on_grid
    cube = periodic.reshape(n_grid, n_grid, n_grid, -1)
    coeff = np.fft.fftn(cube, axes=(0, 1, 2)) * point_volume / np.sqrt(volume)
    idx = integers % n_grid
    return coeff[idx[:, 0], idx[:, 1], idx[:, 2]]


def operator(b, d):
    return (b * d) @ b.conj().T


def largest(a):
    return np.max(np.abs(a))


# Angular integral of a harmonic times a plane wave, on the unit sphere
cos_t, w_t = np.polynomial.legendre.leggauss(40)
azimuth = 2 * np.pi * np.arange(40) / 40
ct, az = [v.ravel() for v in np.meshgrid(cos_t, azimuth, indexing="ij")]
st = np.sqrt(1 - ct**2)
sphere = np.array([st * np.cos(az), st * np.sin(az), ct]).T
w_sphere = np.repeat(w_t, 40) * 2 * np.pi / 40
qr_vec = np.array([[1.1, -0.7, 2.3]])
qr = np.linalg.norm(qr_vec)
angular = (w_sphere * np.exp(-1j * sphere @ qr_vec[0])) @ harmonics(sphere)
rayleigh = np.array([4 * np.pi * (-1j)**int(l) * spherical_jn(int(l), qr)
                     for l in l_of]) * harmonics(qr_vec)[0]
err_angular = largest(angular - rayleigh)
assert err_angular < 1e-11

# Projectors and operator at a general k
k_gen = 2 * np.pi / cell * np.array([0.13, 0.27, -0.38])
b_def = transformed_projectors(k_gen, grid_projectors(k_gen))
b_form = formula_projectors(k_gen)
b_drop = formula_projectors(k_gen, (0, 1, 2))
err_proj = largest(b_def - b_form)
assert err_proj < 1e-9
gap_proj = [largest((b_def - b_drop)[:, l_col == l]) for l in range(3)]
assert gap_proj[0] < 1e-9 and min(gap_proj[1:]) > 1e-2
err_oper = []
for l in range(3):
    sel = l_col == l
    err_oper.append(largest(operator(b_def[:, sel], d_col[sel])
                            - operator(b_drop[:, sel], d_col[sel])))
assert max(err_oper) < 1e-9

# Gamma point: reality of the projector function
gamma = np.zeros(3)
grid_gamma = grid_projectors(gamma)
g_def = transformed_projectors(gamma, grid_gamma)
g_form = formula_projectors(gamma)
g_drop = formula_projectors(gamma, (0, 1, 2))
assert largest(g_def - g_form) < 1e-9
waves = np.exp(1j * points[::37] @ g_vec.T) / np.sqrt(volume)
field, field_drop = waves @ g_form, waves @ g_drop
assert largest(field.imag) < 1e-10
assert largest(field_drop[:, l_col == 1].real) < 1e-10
assert largest(field_drop[:, l_col == 1].imag) > 1e-2
assert largest((field_drop + field)[:, l_col == 2]) < 1e-10

# Half of the G vectors, real arithmetic
half_x = integers @ np.array([10000, 100, 1]) > 0
half_z = integers @ np.array([1, 100, 10000]) > 0
zero = np.flatnonzero(np.all(integers == 0, axis=1))


def real_vectors(b, half):
    return np.concatenate([b[zero].real, np.sqrt(2) * b[half].real,
                           np.sqrt(2) * b[half].imag])


def levels_full(b, d):
    return np.linalg.eigvalsh(np.diag(kinetic) + operator(b, d))[:4]


def levels_half(b, d, half):
    v = real_vectors(b, half)
    t = np.concatenate([[0.0], kinetic[half], kinetic[half]])
    return np.linalg.eigvalsh(np.diag(t) + (v * d) @ v.T)[:4]


e_exact = levels_full(g_def, d_col)
e_full_drop = levels_full(g_drop, d_col)
e_half = levels_half(g_form, d_col, half_x)
e_half_drop_x = levels_half(g_drop, d_col, half_x)
e_half_drop_z = levels_half(g_drop, d_col, half_z)
e_half_drop_d = levels_half(formula_projectors(gamma, (2,)), d_col, half_x)
assert largest(e_exact - e_full_drop) < 1e-8
assert largest(e_exact - e_half) < 1e-8
assert largest(e_exact - e_half_drop_d) < 1e-8
assert abs(e_exact[0] - e_half_drop_x[0]) > 1e-3
assert abs(e_half_drop_x[0] - e_half_drop_z[0]) > 1e-5
only_p = np.where(l_col == 1, d_col, 0.0)
e_p = levels_full(g_def, only_p)
e_p_drop = levels_half(g_drop, only_p, half_x)
assert largest(e_p - e_p_drop) < 1e-8

# One real standing wave, projected on the first atom
g1 = 2 * np.pi / cell * np.array([1.0, 0.0, 0.0])
psi_grid = np.sqrt(2 / volume) * np.cos(points @ g1)
on_axis = np.all(integers[:, 1:] == 0, axis=1)
coef = np.where(on_axis & (np.abs(integers[:, 0]) == 1), np.sqrt(0.5), 0.0)
p_def = (grid_gamma.real.T @ psi_grid) * point_volume
p_full_drop = g_drop.conj().T @ coef
psi_real = real_vectors(coef[:, None].astype(complex), half_x)[:, 0]
p_half = real_vectors(g_form, half_x).T @ psi_real
p_half_drop = real_vectors(g_drop, half_x).T @ psi_real
assert largest(p_def - p_half) < 1e-9
f_g1 = [radial_transform(l, np.array([g1[0]]))[0] for l in range(3)]
y_px = harmonics(g1[None, :])[0, 1]
amplitude = 4 * np.pi / np.sqrt(volume) * y_px * f_g1[1]
angle = g1 @ atoms[0]
assert abs(p_def[1] + np.sqrt(2) * amplitude * np.sin(angle)) < 1e-9
assert abs(p_half_drop[1] - np.sqrt(2) * amplitude * np.cos(angle)) < 1e-9
assert abs(p_full_drop[1].real) < 1e-10
assert abs(abs(p_full_drop[1]) - abs(p_def[1])) < 1e-9

# Operators that couple different l, evaluated with all G vectors
coupling = 0.1


def coupling_energy(p, other):
    return 2 * coupling * np.real(np.conj(p[0]) * p[other])


sp_right, sp_drop = coupling_energy(p_def, 1), coupling_energy(p_full_drop, 1)
sd_right, sd_drop = coupling_energy(p_def, 8), coupling_energy(p_full_drop, 8)
assert abs(sp_right) > 1e-5 and abs(sp_drop) < 1e-10
assert abs(sd_right) > 1e-6 and abs(sd_right + sd_drop) < 1e-9


def show(label, values, unit):
    text = " ".join(f"{v:.6f}" for v in np.atleast_1d(values))
    print(f"{label}: {text} {unit}")


show("cubic cell edge", cell, "bohr")
show("atom 1 position", atoms[0], "bohr")
show("atom 2 position", atoms[1], "bohr")
show("Gaussian exponent of phi_l", phi_exponent, "bohr^-2")
show("Gaussian exponent of dV_l", dv_exponent, "bohr^-2")
show("dV_l at r=0, l=0,1,2", dv_depth, "hartree")
show("kinetic cutoff", cutoff, "hartree")
print("number of plane waves at Gamma:", len(g_vec))
show("strengths D_l, l=0,1,2", strength, "hartree^-1")
show("general k point", k_gen, "bohr^-1")
print(f"angular integral, largest error: {err_angular:.1e} (no unit)")
print(f"projector formula, largest error: {err_proj:.1e} hartree")
show("projector change without i^l, l=0,1,2", gap_proj, "hartree")
print("operator change without i^l, l=0,1,2:",
      " ".join(f"{e:.1e}" for e in err_oper), "hartree")
unit_f = "hartree bohr^-3/2"
show("p_x function at Gamma, max |Re|", largest(field[:, 1].real), unit_f)
print(f"p_x function at Gamma, max |Im|: {largest(field[:, 1].imag):.1e}", unit_f)
print(f"same without i^l, max |Re|: {largest(field_drop[:, 1].real):.1e}", unit_f)
show("same without i^l, max |Im|", largest(field_drop[:, 1].imag), unit_f)
show("length of G1", g1[0], "bohr^-1")
show("f_l(G1), l=0,1,2", f_g1, "hartree bohr^3/2")
show("Y of p_x along G1", y_px, "(no unit)")
show("amplitude A", amplitude, "hartree")
show("angle G1.tau of atom 1", angle, "rad")
show("sin and cos of this angle", [np.sin(angle), np.cos(angle)], "(no unit)")
show("p_x projection, real-space integral", p_def[1], "hartree")
show("p_x projection, half sphere with i^l", p_half[1], "hartree")
show("p_x projection, half sphere without i^l", p_half_drop[1], "hartree")
show("p_x projection, all G without i^l, Im part", p_full_drop[1].imag, "hartree")
show("p_x energy on atom 1, correct", strength[1] * p_def[1]**2, "hartree")
show("p_x energy on atom 1, half sphere without i^l",
     strength[1] * p_half_drop[1]**2, "hartree")
show("chosen coupling strength between l", coupling, "hartree^-1")
show("s-p_x coupling energy, correct", sp_right, "hartree")
print(f"s-p_x coupling energy without i^l: {abs(sp_drop):.1e} hartree (size)")
show("s-d(x2-y2) coupling energy, correct", sd_right, "hartree")
show("s-d(x2-y2) coupling energy without i^l", sd_drop, "hartree")
print("Four lowest Gamma eigenvalues:")
show("all G, real-space projectors", e_exact, "hartree")
show("all G, without i^l", e_full_drop, "hartree")
show("half sphere, with i^l", e_half, "hartree")
show("half sphere, i^l dropped for d only", e_half_drop_d, "hartree")
show("half sphere (x first), without i^l", e_half_drop_x, "hartree")
show("half sphere (z first), without i^l", e_half_drop_z, "hartree")
show("p channels only, correct", e_p, "hartree")
show("p channels only, half sphere without i^l", e_p_drop, "hartree")
error_lowest = e_half_drop_x[0] - e_exact[0]
show("error of lowest level (x first)", error_lowest, "hartree")
show("error of lowest level (x first)", error_lowest * hartree_ev, "eV")
print("no test failed")
```

It prints:

```
cubic cell edge: 8.000000 bohr
atom 1 position: 0.500000 1.000000 1.500000 bohr
atom 2 position: 1.500000 3.000000 4.500000 bohr
Gaussian exponent of phi_l: 0.500000 bohr^-2
Gaussian exponent of dV_l: 0.500000 bohr^-2
dV_l at r=0, l=0,1,2: -3.000000 -4.000000 1.000000 hartree
kinetic cutoff: 10.000000 hartree
number of plane waves at Gamma: 751
strengths D_l, l=0,1,2: -0.612372 -0.688919 4.133514 hartree^-1
general k point: 0.102102 0.212058 -0.298451 bohr^-1
angular integral, largest error: 1.3e-14 (no unit)
projector formula, largest error: 1.9e-15 hartree
projector change without i^l, l=0,1,2: 0.000000 0.349231 0.086666 hartree
operator change without i^l, l=0,1,2: 1.4e-15 1.2e-15 2.4e-16 hartree
p_x function at Gamma, max |Re|: 0.866190 hartree bohr^-3/2
p_x function at Gamma, max |Im|: 9.0e-17 hartree bohr^-3/2
same without i^l, max |Re|: 9.0e-17 hartree bohr^-3/2
same without i^l, max |Im|: 0.866190 hartree bohr^-3/2
length of G1: 0.785398 bohr^-1
f_l(G1), l=0,1,2: -1.711611 -0.731742 0.045435 hartree bohr^3/2
Y of p_x along G1: 0.488603 (no unit)
amplitude A: -0.198559 hartree
angle G1.tau of atom 1: 0.392699 rad
sin and cos of this angle: 0.382683 0.923880 (no unit)
p_x projection, real-space integral: 0.107459 hartree
p_x projection, half sphere with i^l: 0.107459 hartree
p_x projection, half sphere without i^l: -0.259429 hartree
p_x projection, all G without i^l, Im part: -0.107459 hartree
p_x energy on atom 1, correct: -0.007955 hartree
p_x energy on atom 1, half sphere without i^l: -0.046367 hartree
chosen coupling strength between l: 0.100000 hartree^-1
s-p_x coupling energy, correct: -0.007530 hartree
s-p_x coupling energy without i^l: 6.9e-19 hartree (size)
s-d(x2-y2) coupling energy, correct: 0.001262 hartree
s-d(x2-y2) coupling energy without i^l: -0.001262 hartree
Four lowest Gamma eigenvalues:
all G, real-space projectors: -0.941930 -0.867364 -0.383451 -0.289327 hartree
all G, without i^l: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere, with i^l: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere, i^l dropped for d only: -0.941930 -0.867364 -0.383451 -0.289327 hartree
half sphere (x first), without i^l: -1.941420 -1.926003 -0.243758 -0.177920 hartree
half sphere (z first), without i^l: -2.109994 -1.781882 -0.219137 -0.151125 hartree
p channels only, correct: -0.397709 -0.289631 -0.267854 -0.233445 hartree
p channels only, half sphere without i^l: -0.397709 -0.289631 -0.267854 -0.233445 hartree
error of lowest level (x first): -0.999490 hartree
error of lowest level (x first): -27.197496 eV
no test failed
```
